# Why finite eta in a device acts as an absorbing lead

## Result

Consider a perfect one-orbital chain with exact open leads, and let a positive $\eta$ be kept in the Green's function of a device of length $L$. In atomic units, where $\hbar=1$, the transmission $T$, the reflection $R$ and an absorbed fraction $A$ obey

$$T+R+A=1,\qquad A=2\eta\,\mathrm{Tr}[\Gamma_L G^\dagger G],\qquad T\simeq e^{-2\eta L/v}.$$

The first relation is an identity for this model. The exponential is a leading-order law: it requires a small total reflection $R$ from the two places where the device meets the leads, and a decay constant so close to $\eta/v$ that the resulting change in the whole exponent is much smaller than one. Here $v$ is the group velocity. With $\hbar$ restored the exponent is $-2\eta L/\hbar v$.

The reason is that $-i\eta$ on a site is the self-energy of one more open lead attached there. Such a lead sends nothing in, takes current out, and is left out of the sum $T+R$.

## The chain and its two counted leads

Let the on-site energy be zero, the matrix element between neighbours $-t$ with $t>0$, and the spacing $a$. A wave $e^{ikna}$ has

$$E=-2t\cos ka,\qquad v=\frac{dE}{dk}=2ta\sin ka .$$

Take $0<ka<\pi$, so that $v>0$, and write $\lambda=e^{ika}$. Sites $1,\dots,N$ form the device, and $L=Na$, because $N$ sites carry $\eta$.

A wave leaving through the right lead satisfies $\psi_{N+1}=\lambda\psi_N$. The term $-t\psi_{N+1}$ in the equation for site $N$ is then $-t\lambda\psi_N$. Eliminating the lead therefore adds, at each end of the device,

$$\Sigma=-t\lambda,\qquad \Gamma=-2\,\mathrm{Im}\,\Sigma=2t\sin ka=\frac va .$$

The device Green's function is

$$G=[E+i\eta-H-\Sigma_L-\Sigma_R]^{-1}.$$

To connect $G$ with scattering, send in a wave of unit current. For $m\le1$ write

$$\psi_m=c\,(\lambda^{m-1}+r\lambda^{-(m-1)}),\qquad c=\Gamma^{-1/2}.$$

The bond current is $J_{n,n+1}=2t\,\mathrm{Im}(\psi_n^*\psi_{n+1})$. The incoming part carries $2t\sin ka\,|c|^2=\Gamma|c|^2=1$, which fixes $c$. From the form of the wave,

$$\psi_0=c(\lambda^{-1}+r\lambda)=\lambda\psi_1+c(\lambda^{-1}-\lambda).$$

Insert this in the equation for site 1, $(E+i\eta)\psi_1+t\psi_2+t\psi_0=0$. The part $t\lambda\psi_1$ is the self-energy term. The rest moves to the right as a source:

$$-tc(\lambda^{-1}-\lambda)=2itc\sin ka=i\sqrt\Gamma .$$

Hence $\psi_n=i\sqrt\Gamma\,G_{n1}$. Since $\psi_1=c(1+r)$, the Fisher-Lee reflection amplitude and the Caroli transmission are

$$r=-1+i\Gamma G_{11},\qquad T=\Gamma|\psi_N|^2=\Gamma^2|G_{N1}|^2=\mathrm{Tr}[\Gamma_LG^\dagger\Gamma_RG].$$

## First contribution: absorption

### The extra lead made explicit

Attach to site $n$ a semi-infinite side chain with on-site energy $E$, hopping $-t_s$ and coupling $-t_c$ to the device. The energy lies at the centre of the side band, so an outgoing wave is $\phi_j=s\,i^j$ for $j\ge1$. The equation for its first site is

$$E\phi_1=E\phi_1-t_c\psi_n-t_s\phi_2 .$$

With $\phi_2=-s$ it gives $s=t_c\psi_n/t_s$. The side chain acts back on the device site through

$$-t_c\phi_1=-it_cs=-i\frac{t_c^2}{t_s}\psi_n .$$

This is the term $-i\eta\psi_n$ with $\eta=t_c^2/t_s$. The equality holds at the energy $E$ for which the side band was centred. The current leaving through the side chain is

$$2t_s\,\mathrm{Im}(\phi_1^*\phi_2)=2t_s|s|^2=2\eta|\psi_n|^2 .$$

Thus $\eta$ is a lead with broadening $\Gamma_\eta=2\eta$ on every site. The factor two is the usual one between an imaginary self-energy and a broadening: $-i\eta=-i\Gamma_\eta/2$.

The side chain must be open. Replace it by a single closed site at energy $E-t_s$ with the same coupling. Its equation, $t_s\phi=-t_c\psi_n$, gives the returned term $-t_c\phi=+(t_c^2/t_s)\psi_n$. This self-energy has the same size $\eta$ but is real. It shifts the level and can reflect a wave, but it removes no current. Loss therefore comes from escape without return, not from the mere presence of extra states.

### The missing term in the flux balance

From the definition of $G$, and from $\Sigma-\Sigma^\dagger=-i\Gamma$ for each lead,

$$(G^\dagger)^{-1}-G^{-1}=-i(\Gamma_L+\Gamma_R+2\eta).$$

Multiply by $G^\dagger$ on the left and by $G$ on the right. The left side becomes $G-G^\dagger$, so

$$i(G-G^\dagger)=G^\dagger(\Gamma_L+\Gamma_R+2\eta)G .$$

The element on site 1, multiplied by $\Gamma$, reads

$$-2\Gamma\,\mathrm{Im}\,G_{11}=\Gamma^2|G_{11}|^2+T+A,\qquad A=2\eta\Gamma\sum_{n=1}^N|G_{n1}|^2 .$$

On the other hand, expanding the modulus of $r$ gives

$$R=|-1+i\Gamma G_{11}|^2=1+2\Gamma\,\mathrm{Im}\,G_{11}+\Gamma^2|G_{11}|^2 .$$

Substituting the previous line leaves $R=1-T-A$. Because $|\psi_n|^2=\Gamma|G_{n1}|^2$, the quantity $A$ is the sum of the side currents $2\eta|\psi_n|^2$. The two-lead sum falls short of one by this amount.

The same algebra shows how the loss can be hidden. The expression

$$S=\Gamma\,[i(G-G^\dagger)]_{11}-\Gamma^2|G_{11}|^2$$

equals $T$ at $\eta=0$, but at finite $\eta$ it equals $T+A=1-R$. It counts everything that fails to return to the left lead, whichever way it left. Likewise, defining reflection as $1-T$ would relabel absorption as reflection.

### Why the loss is exponential

Inside the device, $(E+i\eta)\psi_n=-t(\psi_{n-1}+\psi_{n+1})$. At an end site the neighbour in the lead is included. Multiply by $\psi_n^*$, take the imaginary part and double it:

$$2\eta|\psi_n|^2=-2t\,\mathrm{Im}(\psi_n^*\psi_{n-1})-2t\,\mathrm{Im}(\psi_n^*\psi_{n+1})=J_{n-1,n}-J_{n,n+1}.$$

In the first term, exchanging the two factors changes the sign of the imaginary part, which turns it into $+J_{n-1,n}$. Each site thus removes current in proportion to the probability on it.

For a forward wave with weak decay, $J\simeq v|\psi|^2/a$. The fractional loss per site is $2\eta a/v$, or $2\eta/v$ per unit length. Therefore

$$\frac{dJ}{dx}=-\frac{2\eta}{v}J,\qquad J(L)=J(0)e^{-2\eta L/v}.$$

In the language of time, $H-i\eta$ makes probability decay at the rate $2\eta$, and a packet needs the time $L/v$ to cross. As long as reflection stays small, a slower electron loses more because it stays longer. Very close to a band edge most of the wave is reflected instead, and the absorbed fraction falls again. For $2\eta L/v\ll1$ the loss is $A\simeq2\eta L/v$, linear in both $\eta$ and $L$.

The limits do not commute. At fixed $L$, $\eta\to0$ restores $T=1$. At fixed $\eta$, $L\to\infty$ gives $T\to0$, however small $\eta$ is.

## Second contribution: the decay constant beyond leading order

The wave in the device has a complex wave number $q=k'+i\kappa$, with $E+i\eta=-2t\cos qa$. Separating real and imaginary parts,

$$E=-2t\cos k'a\cosh\kappa a,\qquad \eta=2t\sin k'a\sinh\kappa a .$$

To find $\kappa$ at small $\eta$, expand the inverse dispersion $k(E+i\eta)$ in powers of $i\eta$. The second-order term is real, so it can affect only $k'$. The imaginary part is

$$\kappa=\eta\frac{dk}{dE}-\frac{\eta^3}{6}\frac{d^3k}{dE^3}+\dots$$

Put $u=-E/2t=\cos ka$, so that $ka=\arccos u$ and $du/dE=-1/2t$. The third derivative of $\arccos u$ is $-(1+2u^2)(1-u^2)^{-5/2}$. Hence

$$\frac{dk}{dE}=\frac1v,\qquad \frac{d^3k}{dE^3}=\frac{1+2\cos^2ka}{8at^3\sin^5ka},$$

and, after taking out the factor $\eta/v$ with $v=2ta\sin ka$,

$$\kappa=\frac{\eta}{v}\left[1-\delta+\dots\right],\qquad \delta=\frac{\eta^2(1+2\cos^2ka)}{24t^2\sin^4ka}.$$

The decay is slightly slower than the simple law says. The correction to the exponent is $2\eta L\delta/v$. It grows with length, so a small $\delta$ alone does not guarantee a small relative error in $T$ for a very long device.

## Third contribution: reflection at the ends

The leads have real energy and the device has complex energy, so their waves do not match perfectly. Write $w=e^{iqa}$, with $|w|<1$. For $n=0,\dots,N+1$ the device equations allow

$$\psi_n=\alpha w^n+\beta w^{-n}.$$

At the right end $\psi_{N+1}=\lambda\psi_N$, which gives

$$\alpha w^N(w-\lambda)+\beta w^{-N-1}(1-\lambda w)=0,$$

$$\beta=-\alpha\rho w^{2N+1},\qquad \rho=\frac{w-\lambda}{1-\lambda w}.$$

At the left end, the earlier relation $\psi_0-\lambda\psi_1=c(1-\lambda^2)/\lambda$ becomes

$$\alpha(1-\lambda w)+\beta\frac{w-\lambda}{w}=\frac{c(1-\lambda^2)}{\lambda}.$$

Insert $\beta$ and define $D=1-\rho^2w^{2N}$:

$$\alpha=\frac{c(1-\lambda^2)}{\lambda(1-\lambda w)D}.$$

At the last site $\psi_N=\alpha w^N(1-w\rho)$, and $1-w\rho=(1-w^2)/(1-\lambda w)$. Moreover,

$$1-\rho^2=\frac{(1-\lambda w)^2-(w-\lambda)^2}{(1-\lambda w)^2}=\frac{(1-\lambda^2)(1-w^2)}{(1-\lambda w)^2}.$$

Thus $\psi_N=cw^N(1-\rho^2)/(\lambda D)$. With $\Gamma|c|^2=1$ and $|w|^{2N}=e^{-2\kappa L}$,

$$T=\frac{|1-\rho^2|^2e^{-2\kappa L}}{|D|^2}.$$

For the reflection, form the combination in which the incoming wave cancels:

$$\psi_0-\lambda^{-1}\psi_1=-\frac{cr(1-\lambda^2)}{\lambda}.$$

The device wave gives for the same combination

$$-\frac1\lambda\left[\alpha(w-\lambda)+\beta\frac{1-\lambda w}{w}\right]=-\frac{\alpha}{\lambda}(w-\lambda)(1-w^{2N}).$$

Equating the two and inserting $\alpha$,

$$r=\frac{\rho(1-w^{2N})}{\lambda D},\qquad R=|r|^2 .$$

To first order in $\rho$, $D=1$ and the two terms in $1-w^{2N}$ are the single reflections from the front and back ends. Repeated round trips enter at higher order. The exact form $\lambda r=\rho-\rho(1-\rho^2)w^{2N}/D$ separates the direct front reflection from all paths that enter the device.

At small $\eta$, $w-\lambda\simeq-\lambda\eta a/v$ and $1-\lambda w\simeq1-\lambda^2=-2i\lambda\sin ka$. Therefore

$$\rho\simeq-i\rho_0,\qquad \rho_0=\frac{\eta a}{2v\sin ka}=\frac{\eta ta^2}{v^2}.$$

Reflection is of order $\eta^2$, whereas absorption is of order $\eta$. This is why the current missing from $T$ does not appear in $R$.

The two corrections can now be weighed together. To second order in $\rho$, the logarithm of the end factors is $2\,\mathrm{Re}[-\rho^2+\rho^2w^{2N}]$. Since $\rho^2\simeq-\rho_0^2$,

$$\ln T\simeq-\frac{2\eta L}{v}(1-\delta)+2\rho_0^2\,[1-\mathrm{Re}\,w^{2N}].$$

Both corrections raise $T$ above the simple exponential in this regime.

## Fourth contribution: the same eta in the leads

Suppose the lead self-energies are also evaluated at $E+i\eta$. Then $\Sigma=-tw$, and the mismatch at the ends disappears. The first column of $G$ is a single decaying wave, $G_{n1}=gw^{n-1}$. Site 1 requires $g(E+i\eta+2tw)=1$. With $E+i\eta=-t(w+w^{-1})$ this gives

$$g=\frac{1}{t(w-w^{-1})}=\frac1{2it\sin qa}.$$

The broadening is now $\Gamma'=2t\,\mathrm{Im}\,w=2te^{-\kappa a}\sin k'a$. Since $|\sin qa|^2=\sin^2k'a+\sinh^2\kappa a$, the Caroli expression is

$$T=\Gamma'^2|g|^2e^{-2\kappa(N-1)a}=e^{-2\kappa L}\frac{\sin^2k'a}{\sin^2k'a+\sinh^2\kappa a}.$$

The exponential remains; making the leads match the device does not cure the loss. The identity $T+R+A=1$ also survives, because its algebra uses just $\Gamma'=-2\,\mathrm{Im}\,\Sigma$.

The Fisher-Lee expression for $r$ does not vanish here, although there is no interface. It equals $e^{-\kappa a}\sin k'a/\sin qa-1$, which to first order is $-\kappa a(1+i\cot ka)$. Its squared modulus, $(\kappa a/\sin ka)^2$, is a remainder from using $\Gamma'$ as a current normalization in a lead whose waves decay. It is not a reflected wave.

## Weighing the contributions in numbers

Take the round model parameters $t=1$ eV, $a=2.5$ Å, $E=-1$ eV, $N=200$ and $\eta=0.001$ eV. Then $\cos ka=0.5$, $L=500$ Å, and

$$\hbar v=2(1)(2.5)\sin(1.0472)=4.330\ \text{eV Å}.$$

The exponent is $2(0.001)(500)/4.330=0.2309$, so the law gives $T=0.793787$. The decay length $\hbar v/2\eta$ is 2165 Å, or 4091 bohr.

Solving the linear equations for the first column of $G$ gives $T=0.7937873$, $R=2.69\times10^{-7}$ and $A=0.2062125$. About 21% of the incoming current is absorbed. The expression $S$ gives 0.9999997 from the same Green's function, and so conceals this loss almost completely.

The end mismatch is $\rho_0=(0.001)(1)(2.5)^2/(4.330)^2=3.33\times10^{-4}$. Its square is about $1.1\times10^{-7}$. Interference between the two ends multiplies this by $|1-w^{2N}|^2$, which is about 2.4 here and gives the quoted $R$. The correction to the decay constant is $\delta=0.001^2(1.5)/[24(0.75)^2]=1.1\times10^{-7}$. Neither competes with the absorption.

The extra leads can also be put in explicitly. With $t_s=2$ eV, $t_c=\sqrt{0.001\times2}=0.0447$ eV. Solving the Schrödinger equation with the outgoing side-chain amplitudes as unknowns, and no $\eta$ anywhere, gives a side current of 0.2062125 and the same $T$ and $R$ to the digits quoted. With closed side sites instead, $T=0.9999996$ and $R=3.7\times10^{-7}$, and their sum is one.

Keeping $\eta$ in the leads as well gives $T=0.7937867$. The remainder $R=4.4\times10^{-7}$ agrees with $(0.001\times2.5/4.330)^2/0.75$.

The dependence on $\eta$ at $L=500$ Å is as follows.

| $\eta$ (eV) | $T$ | $e^{-2\eta L/\hbar v}$ | $R$ |
|---|---|---|---|
| $10^{-5}$ | 0.99769 | 0.99769 | $3.3\times10^{-11}$ |
| $10^{-4}$ | 0.97717 | 0.97717 | $3.3\times10^{-9}$ |
| $10^{-3}$ | 0.79379 | 0.79379 | $2.7\times10^{-7}$ |
| $10^{-2}$ | 0.09933 | 0.09932 | $1.2\times10^{-5}$ |

In the last row the law is low by about $5\times10^{-5}$ of $T$. The two corrections contribute nearly equally: $2.309\,\delta=2.6\times10^{-5}$ from the decay constant, and about $2.3\times10^{-5}$ from the ends.

In the exponential law length matters as much as $\eta$, because only their product enters. At $\eta=0.001$ eV, $T$ is 0.944 for 125 Å and 0.397 for 2000 Å. If a fractional loss $\epsilon$ is acceptable, the law requires

$$\eta\le-\frac{\hbar v}{2L}\ln(1-\epsilon).$$

For one percent at 500 Å the limit is $4.35\times10^{-5}$ eV. A value harmless in a short device need not be harmless in a long one.

## Where the exponential fails

Near the lower band edge let $\varepsilon=E+2t$. Then $\varepsilon\simeq tk^2a^2$ and $v\simeq2ta^2k$, so $v^2\simeq4ta^2\varepsilon$. The mismatch parameter becomes

$$\frac{\eta ta^2}{v^2}\simeq\frac{\eta}{4\varepsilon}.$$

Unless the device is very short, the law therefore needs $\eta$ to be small compared with the distance to the edge, not merely with the bandwidth. In a very short device $1-w^{2N}$ is small and the reflections from the two ends nearly cancel. For $N=1$, $G_{11}=1/i(\Gamma+\eta)$ and $T=\Gamma^2/(\Gamma+\eta)^2$, which follows the law as long as $\eta\ll\Gamma\simeq2\sqrt{t\varepsilon}$, even if $\eta>\varepsilon$. In the opposite regime, $\varepsilon\ll\eta\ll t$, the dispersion gives $tq^2a^2\simeq i\eta$. The square root of $i$ is $(1+i)/\sqrt2$, so

$$\kappa a\simeq\sqrt{\eta/2t}.$$

The decay constant stays finite, whereas the simple estimate $\eta/v$ diverges as $v\to0$.

For $E=-1.999$ eV, $\eta=0.01$ eV and $N=20$, the velocity is $\hbar v=0.158$ eV Å and the mismatch parameter is 2.5. The law predicts $T=0.0018$. The linear equations give $T=0.042$, $R=0.441$ and $A=0.517$. Reflection is now comparable with absorption, and $T$ is more than twenty times the prediction. The sum of the three is still one: the failure is in the exponential approximation, not in the picture of an absorbing lead.

All numerical values are calculated from the stated model.
